# Kohn's Drude weight of a dimerized ring threaded by flux

## Question

I am trying to understand Kohn's criterion for metals and insulators on a model that I can solve. My ring has $N$ cells of length $a$, two sites per cell, and alternating hopping amplitudes $-t_1$ and $-t_2$. The electrons don't interact. I thread a flux through the ring and want the Drude weight from the curvature of the ground-state energy. Three things confuse me.

1. For the full lower band I replace the sum over momenta by an integral of $\varepsilon''(k)$ over the Brillouin zone. This gives zero for any ring length, but diagonalizing a finite ring gives a curvature that is small and not zero. How does it depend on the length?
2. For $N=20$ with the lower band full, the curvature at zero flux is negative. Can a Drude weight be negative?
3. The term $\langle \partial^2H/\partial\phi^2\rangle$ is sizeable for the full band too. What distinguishes it from a partly filled band?

## Answer

For $t_1\ne t_2$ the integral is the right limit for an infinite ring, but it discards what you are asking about. For the full band, the difference between the sum and the integral is the whole answer, and a Fourier series gives it. I first fix the conventions, since the sign question depends on them.

### The ring and its phase

Take $t_1,t_2>0$, electrons of charge $-e$, two spins per orbital, and zero temperature. The length is $L=Na$. With site operators $a_j,b_j$ in cell $j$,

$$H(\phi)=-\sum_{j=1}^{N}\left[t_1e^{-i\phi w_1}b_j^\dagger a_j+t_2e^{-i\phi w_2}a_{j+1}^\dagger b_j+\text{h.c.}\right],$$

where $w_1+w_2=1/N$, so that the phases add up to $\phi$ around the ring. Multiplying a site operator by a phase factor moves phase from one neighbouring bond to the other and leaves the sum unchanged. The energies therefore depend on $\phi$ alone, with period $2\pi$.

To find them, put the phase on the $t_2$ bonds, $w_1=0$. Bloch sums with cell phase $q=2\pi m/N$ give a $2\times2$ matrix with zero diagonal and off-diagonal element $-(t_1+t_2e^{-i\theta})$, where

$$\theta=\frac{2\pi m+\phi}{N}.$$

The eigenvalues are plus and minus its modulus. The lower band is

$$\varepsilon(\theta)=-W(\theta),\qquad W=\sqrt{t_1^2+t_2^2+2t_1t_2\cos\theta}.$$

The flux shifts every wave vector $k=\theta/a$ by $\kappa=\phi/L$. The gap between the bands is smallest at $\theta=\pi$, where it is $2|t_1-t_2|$.

### Why the curvature is a Drude weight

Let a weak uniform field $F$ act along the ring. It shifts the wave vectors at the rate $\hbar\dot\kappa=-eF$. If this is slow on the time scale set by the gap, the electrons stay in their band. A uniform field also conserves the label $m$, so no electron jumps to another momentum. The energy then follows $E(\kappa)$, and its rate of change must equal the power $IFL$ delivered to the current $I$:

$$IFL=\frac{dE}{d\kappa}\dot\kappa=-\frac{eF}{\hbar}\frac{dE}{d\kappa}
\quad\Rightarrow\quad I=-\frac{e}{\hbar L}\frac{dE}{d\kappa}.$$

Differentiate once more in time, and use $d^2E/d\kappa^2=L^2\,d^2E/d\phi^2$:

$$\frac{dI}{dt}=-\frac{e}{\hbar L}\frac{d^2E}{d\kappa^2}\dot\kappa=\frac{e^2L}{\hbar^2}\frac{d^2E}{d\phi^2}\,F\equiv\frac{D}{\pi}F.$$

For $F\propto e^{-i\omega t}$ this reads $-i\omega I=(D/\pi)F$. The low-frequency conductivity is $\sigma=(D/\pi)\,i/(\omega+i0)$, whose real part is $D\,\delta(\omega)$. Hence

$$D=\frac{\pi e^2}{\hbar^2}L\,E''(\phi_0),$$

with primes on $E$ meaning $d/d\phi$. Here $\phi_0$ is a point where $E'=0$, so that no current flows before the field acts. The frequency goes to zero on a fixed ring, and the ring may grow afterwards.

### Which flux to use

The derivative $d\varepsilon/d\theta=t_1t_2\sin\theta/W$ is positive for $0<\theta<\pi$, so the lower band fills outwards from $\theta=0$. Let $M<N$ orbitals be filled.

For odd $M$, the occupied set at $\phi=0$ is $m=-(M-1)/2,\dots,(M-1)/2$. It is symmetric and non-degenerate. For $\phi>0$ its outermost level lies at $[\pi(M-1)+\phi]/N$, and the nearest empty one at $-[\pi(M+1)-\phi]/N$. They cross at $\phi=\pi$, so this set is the ground state for $|\phi|<\pi$.

For even $M$, the levels $m=\pm M/2$ are degenerate at $\phi=0$ and only two electrons are left to fill them. Putting both in $+M/2$, one in each, or both in $-M/2$ gives a positive, zero or negative slope in $\phi$. The lowest of these changes at $\phi=0$, so the ground-state energy has a cusp. At $\phi=\pi$ the allowed values are $\theta=(2m+1)\pi/N$, and the $M$ lowest again form a symmetric closed shell. The curvature belongs there.

### Partly filled band

In both closed shells the $M$ values of $\theta$ have spacing $h=2\pi/N$ and are centred on zero. Since $\partial\theta/\partial\phi=1/N$,

$$E''=\frac{2}{N^2}\sum_{\text{occ}}\varepsilon_{\theta\theta},\qquad
D=\frac{\pi e^2}{\hbar^2}Na\,\frac{2}{N^2}\sum_{\text{occ}}\varepsilon_{\theta\theta}
=\frac{e^2a}{\hbar^2}\,h\sum_{\text{occ}}\varepsilon_{\theta\theta}.$$

This is a midpoint sum over the interval from $-\theta_F$ to $\theta_F$, with $\theta_F=\tfrac12Mh=\pi M/N$. Expanding a smooth function $f$ about the centre of one strip gives

$$\int_{-h/2}^{h/2}f(x+u)\,du=hf(x)+\frac{h^3}{24}f''(x)+O(h^5).$$

Add the strips, and replace $h\sum f''$ by its integral, which changes the result at order $h^4$:

$$h\sum f=\int f\,d\theta-\frac{h^2}{24}\int f''\,d\theta+O(h^4).$$

For $f=\varepsilon_{\theta\theta}$ the integrals are differences of $\varepsilon_\theta$ and $\varepsilon_{\theta\theta\theta}$ between the end points. Both functions are odd, so each difference is twice the value at $\theta_F$. With $h^2=4\pi^2/N^2$,

$$D=\frac{2e^2a}{\hbar^2}\varepsilon_\theta(\theta_F)-\frac{\pi^2e^2a}{3\hbar^2N^2}\varepsilon_{\theta\theta\theta}(\theta_F)+O(N^{-4}).$$

Since $a\varepsilon_\theta=d\varepsilon/dk=\hbar v_F$, the infinite ring has $D=2e^2v_F/\hbar$, which is finite and positive. The same leading value holds all along the branch, because a phase of order one moves the interval by an amount of order $1/N$. The stationary point is therefore a minimum for large $N$.

At low filling, $\varepsilon_\theta\approx t_1t_2\theta_F/(t_1+t_2)$. The electron density is $n=2M/L$, so $\theta_F=\pi na/2$, and

$$D\approx\frac{\pi e^2n}{m^*},\qquad \frac1{m^*}=\frac{a^2}{\hbar^2}\frac{t_1t_2}{t_1+t_2}.$$

This is the Drude weight of free particles with the band-bottom mass. Near full filling, write $\theta_F=\pi-\delta$ with $\delta=\pi(N-M)/N$. Then $\sin\theta_F\approx\delta$ and $W^2\approx(t_1-t_2)^2+t_1t_2\delta^2$, so $D$ falls linearly with the number of empty orbitals once $\delta\ll|t_1-t_2|/\sqrt{t_1t_2}$. At $M=N$ you recover your zero.

### Full band: what the integral misses

Now let $M=N$. The gap separates the occupied levels from the empty ones for every $\phi$, so there is no cusp. Write the band as a Fourier series,

$$\varepsilon(\theta)=\sum_{l=-\infty}^{\infty}c_le^{il\theta},\qquad c_{-l}=c_l.$$

The sum over all $m$ contains $\sum_m e^{2\pi ilm/N}$, which is $N$ if $l$ is a multiple of $N$ and zero otherwise. With $l=pN$ the remaining factor is $e^{ip\phi}$, so

$$E(\phi)=2N\left[c_0+2\sum_{p=1}^{\infty}c_{pN}\cos p\phi\right],$$

$$E''(\phi)=-4N\sum_{p=1}^{\infty}p^2c_{pN}\cos p\phi.$$

Your integral keeps $c_0$ alone, which does not depend on flux. In real space, $c_l$ is the hopping amplitude between Wannier orbitals of the band that are $l$ cells apart. The flux enters through hops that go $p$ times around the ring.

To find $c_l$, let $t$ be the larger hopping and $r<1$ the ratio of the smaller to the larger. Then

$$W^2=t^2(1+re^{i\theta})(1+re^{-i\theta}).$$

The two factors are complex conjugates with positive real part. Their principal square roots are conjugates too, and have a positive product, as $W$ requires. Let $b_j$ be the binomial coefficients in $(1+x)^{1/2}=\sum_jb_jx^j$. Collecting the terms with net power $l\ge0$ of $e^{i\theta}$ gives

$$c_l=-t\sum_{j=0}^{\infty}b_jb_{j+l}\,r^{2j+l}.$$

For large $l$ we need $b_l$. Writing out the product in its definition,

$$b_l=(-1)^{l-1}\frac{1\cdot3\cdots(2l-3)}{2^l\,l!}
=\frac{(-1)^{l-1}}{2l-1}\frac{(2l)!}{4^l(l!)^2}
\approx\frac{(-1)^{l-1}}{2\sqrt\pi\,l^{3/2}}.$$

The last step uses Stirling's formula, $(2l)!/(l!)^2\approx4^l/\sqrt{\pi l}$. At fixed $j$ it follows that $b_{j+l}/b_l\to(-1)^j$. The factor $r^{2j}$ suppresses large $j$, so the limit may be taken inside the sum, which becomes $\sum_jb_j(-r^2)^j=\sqrt{1-r^2}$. Therefore

$$c_l\approx(-1)^l\frac{t\sqrt{1-r^2}}{2\sqrt\pi}\frac{r^l}{l^{3/2}}.$$

At $\phi=0$ the term $p=1$ dominates for large $N$:

$$E''(0)\approx-4Nc_N=(-1)^{N+1}\,\frac{2t\sqrt{1-r^2}}{\sqrt{\pi N}}\,r^N.$$

Multiplying by $\pi e^2Na/\hbar^2$ gives

$$\boxed{D\approx(-1)^{N+1}\frac{2\sqrt\pi\,e^2a\,t}{\hbar^2}\sqrt{1-r^2}\,\sqrt N\,r^N.}$$

Since $r^N=e^{-L/\xi}$ with $\xi=a/\ln(1/r)$, the Drude weight decays exponentially with the ring length, apart from a factor $\sqrt N$.

### How long must the ring be?

Two corrections matter on short rings. Stirling's next term, $1/(12n)$ in $\ln n!$, changes $\ln[(2l)!/(l!)^2]$ by $1/(24l)-2/(12l)=-1/(8l)$. Also $1/(2l-1)\approx(1/2l)(1+1/2l)$. Together these give $b_l$ a relative correction $1/(2l)-1/(8l)=3/(8l)$. The ratio of coefficients is $b_{j+l}/b_l\approx(-1)^j(1-3j/2l)$. With $x=r^2$, its second part adds

$$-\frac{3}{2l}\,x\frac{d}{dx}\sqrt{1-x}=\frac{3}{4l}\frac{x}{\sqrt{1-x}}$$

to the sum, which is $3x/[4l(1-x)]$ relative to $\sqrt{1-x}$. At $l=N$ the two pieces combine to

$$\frac{1}{N}\left[\frac38+\frac{3r^2}{4(1-r^2)}\right]=\frac{3}{8N}\,\frac{1+r^2}{1-r^2}.$$

The second correction is the term $p=2$. Its size relative to $p=1$ is $4\cdot2^{-3/2}r^N=\sqrt2\,r^N$ at leading order. Since $c_{2N}>0$, it makes a negative contribution to $E''(0)$ for either parity of $N$.

### The negative sign

For odd $N$ the full band has its energy minimum at $\phi=0$. For even $N$, $c_N>0$, and $\phi=0$ is a maximum. At $\phi=\pi$ the factor $\cos\phi=-1$ reverses the leading term, and the curvature there is positive. This is the same parity rule as for partial filling, now with a smooth maximum in place of the cusp.

So your negative value is correct for the ring held at zero flux. A weak field that is switched on slowly compared with $\hbar$ over the gap then builds up a current opposite to itself, and the electrons' energy falls as the phase leaves the maximum. This describes only the part of the current that grows with the accumulated phase. While the field is still rising, or after a sudden switch-on, the interband polarization adds a current that starts along the field and can outweigh this small term for some time. If you want the response about the flux that minimizes the energy, use $\phi=\pi$.

### Where the distinction sits

Your third question concerns two terms of second-order perturbation theory. Expand $H(\phi)=H+\phi H'+\tfrac12\phi^2H''$ about $\phi=0$. The energy of order $\phi^2$ is

$$\frac{\phi^2}{2}\langle H''\rangle-\phi^2\sum_{n\neq0}\frac{|\langle n|H'|0\rangle|^2}{E_n-E_0},$$

where $n$ runs over excited many-electron states. Twice the coefficient of $\phi^2$ is

$$E''=\langle H''\rangle-2\sum_{n\neq0}\frac{|\langle n|H'|0\rangle|^2}{E_n-E_0}.$$

The first term is called diamagnetic. With the phase spread uniformly along the ring, $H'$ conserves $m$, so the second term mixes each filled lower-band orbital with the upper-band orbital of the same $m$. In the full band, this interband term cancels the diamagnetic one down to the exponentially small remainder. In a partly filled band the cancellation is incomplete. How the total splits depends on how the phase is shared between the two kinds of bond, that is, on the assumed bond lengths. The difference does not, so the first term alone can't identify a metal.

### Numbers

I use round model parameters in Rydberg atomic units, with $\hbar=1$ and $e^2=2$: $t_1=0.20$ Ry, $t_2=0.15$ Ry, $a=5$ bohr. Thus $r=0.75$, the gap is $0.10$ Ry and $\xi=17.38$ bohr. The numerical output follows this text; values of $D$ are in the same atomic units unless marked.

**Half-filled lower band.** Here $\theta_F=\pi/2$, so

$$\varepsilon_\theta=\frac{t_1t_2}{\sqrt{t_1^2+t_2^2}}=\frac{0.03}{0.25}=0.12\ \text{Ry},\qquad D=2\cdot2\cdot5\cdot0.12=2.4,$$

or $319.5$ S m/s. With $\varepsilon_{\theta\theta\theta}=-0.03706$ Ry, the size correction is $+1.219/N^2$. For $N=10$ this predicts $2.4122$, and the finite ring has $2.4121$. With $N=40$ and $M=20$, the curvature at $\phi=\pi$ gives $2.4008$.

**Full lower band.** For $N=41$, $r^{41}=7.54\times10^{-6}$, and the leading law gives

$$D\approx2\sqrt\pi\cdot2\cdot5\cdot0.20\cdot0.6614\cdot6.403\cdot7.54\times10^{-6}=2.26\times10^{-4}.$$

The full series gives $2.34\times10^{-4}$, or $0.0311$ S m/s, about one ten-thousandth of the half-filled value. At $N=81$ it has dropped to $3.25\times10^{-9}$. At $N=11$, however, the ring is only $55/17.38\approx3.2$ decay lengths long and $D=0.69$, so a full band on a short ring can respond appreciably.

The ratio of the full result to the leading law is $1.054$, $1.058$, $1.032$ and $1.016$ for $N=11,21,41,81$. At $N=11$ the first correction is $1.339/11=0.122$ and the second is $-\sqrt2\,r^{11}=-0.060$, which together predict $1.062$. At $N=21$ they are $1.339/21=0.0638$ and $-\sqrt2\,r^{21}=-0.0034$, which predict $1.060$. The $p=2$ term is therefore why the two ratios are nearly equal, although the first correction almost halves between them. The small rise from $1.054$ to $1.058$ is not reproduced at this order; it depends on higher-order terms that are not derived here.

For your $N=20$ ring, with these parameters, $D=-0.0711$ at $\phi=0$ and $+0.0705$ at $\phi=\pi$. The magnitudes differ because the $p=2$ term is negative at both points.

**The cancellation.** With equally spaced sites, the diamagnetic and interband parts of $D$ are

- half-filled, $N=42$: $2.481640-0.080950=2.400690$;
- full, $N=41$: $3.601772-3.601539=0.000233$.

For this spacing the diamagnetic part is larger in the insulator, but the order reverses if the $t_1$ bond is assumed much shorter than the $t_2$ bond, as in the choice $w_1=0$.

**Acceleration in time.** A slow field pulse that leaves $\phi=0.05$ rad should leave a current proportional to $E'(\phi)\approx E''(0)\phi$. Propagating the orbitals through the pulse and a field-free wait gives $\langle\partial H/\partial\phi\rangle=3.839\times10^{-4}$ Ry for the half-filled ring with $N=10$, equal to $E''\phi$ to the digits shown. For the full band with $N=11$ it gives $1.0018\times10^{-4}$ Ry, against $E''\phi=1.0021\times10^{-4}$ Ry. A difference of this size is expected: the leading harmonic makes $E'$ proportional to $\sin\phi$, which lies $\phi^2/6\approx4\times10^{-4}$ below $\phi$ in relative terms.

### When the exponential law fails

The law needs $N$ large compared with $(1+r^2)/(1-r^2)$. As the hoppings approach each other, $\ln(1/r)\approx|t_1-t_2|/t$. The decay length $\xi\approx at/|t_1-t_2|$ then grows without limit, and the ring must be ever longer before it looks insulating.

At $t_1=t_2=t$ there is no gap, and $\varepsilon=-2t|\cos(\theta/2)|$ has a kink at $\theta=\pi$. For odd $N$ at $\phi=0$ no allowed $\theta$ falls on the kink, so the midpoint formula applies with $\theta_F=\pi$ and the slope taken from below, $\varepsilon_\theta=t\sin(\pi/2)=t$. Thus $D\to2e^2at/\hbar^2$. With $t=0.20$ Ry this is $4.0$, and the ring with $N=41$ gives $4.001$. The lower band is as full as before, but the ring conducts: the exponential suppression requires the gap as well as the filling.

All this holds for non-interacting electrons on a perfectly periodic ring at zero temperature. Disorder or interactions would invalidate the step from the energy curvature to a sum over Bloch states.

## Table of computed values

```
D is in Rydberg atomic units (hbar=1, e^2=2) unless marked
hopping t1 = 0.20 Ry, hopping t2 = 0.15 Ry
cell length a = 5.0 bohr, ratio r = 0.75
band gap 2|t1-t2| = 0.10 Ry
decay length a/ln(1/r) = 17.380 bohr
Half-filled lower band, M = N/2, phi = 0:
  d eps/d theta at Fermi point = 0.120000 Ry
  d3 eps/d theta3 at Fermi point = -0.037056 Ry
  N =  10: E'' = 7.677827e-03 Ry, D = 2.412060
  N =  22: E'' = 3.476107e-03 Ry, D = 2.402512
  N =  42: E'' = 1.819437e-03 Ry, D = 2.400691
  N =  82: E'' = 9.317091e-04 Ry, D = 2.400181
  infinite ring: D = 2.400000
  infinite ring: D = 319.508 S m/s
  N^2 (D_N - D_inf): N=82 1.21887, formula 1.21909
  N = 40, M = 20, at phi = pi: D = 2.400761
Full lower band, M = N, phi = 0:
  N =  11: E'' = 2.0042e-03 Ry, D = 6.9261e-01
    leading law: D = 6.5689e-01, exact/law = 1.0544
  N =  21: E'' = 8.1971e-05 Ry, D = 5.4079e-02
    leading law: D = 5.1112e-02, exact/law = 1.0581
  N =  41: E'' = 1.8146e-07 Ry, D = 2.3373e-04
    leading law: D = 2.2648e-04, exact/law = 1.0320
  N =  81: E'' = 1.2786e-12 Ry, D = 3.2537e-09
    leading law: D = 3.2013e-09, exact/law = 1.0164
  N = 41: D = 3.1116e-02 S m/s
  correction coefficient: formula 1.3393, N=321 1.3356
  N = 20: D at phi=0 -7.1105e-02, at phi=pi 7.0489e-02
Parts of D, equally spaced sites (diamagnetic, interband):
  half-filled, N = 42: 2.481640, 0.080950
  full, N = 41: 3.601772, 3.601539
Slow pulse to phi = 0.05 rad, <dH/dphi> afterwards:
  half-filled, N = 10: 3.83891e-04 Ry, E'' phi = 3.83891e-04 Ry
  full, N = 11: 1.00175e-04 Ry, E'' phi = 1.00211e-04 Ry
Equal hoppings 0.20 Ry, full lower band, N = 41: D = 4.000979
  infinite ring: D = 4.000000
```
